# The lowest surface free-energy line does not fix the observed structure

A surface free-energy diagram names the equilibrium phase among the structures drawn on it. It does not name the structure present after a finite exposure. For a metal terrace covered by a saturated layer of chemisorbed oxygen, with $N$ occupied sites and a rate $k_1$ per site for an oxygen atom to pass below the surface, suppose that no oxide can start before such a passage. The probability that no oxide has formed by time $t$ then obeys

$$P_{\rm free}(t)\ \ge\ e^{-Nk_1t}.$$

The free energy gained by forming the oxide does not appear. Two exposures can therefore share every line of the diagram and end with different surfaces. The first part below works out such a pair; the second proves the bound and draws out its consequences.

## The counter-example

The model has round parameters, in the rough regime of oxygen on the close-packed face of ruthenium. Both exposures last one hour and start from the same saturated layer on a defect-free square terrace 30 nm wide. The hot one is at 700 K and 100 Torr. The cold one is at 400 K, at the pressure that gives the same oxygen chemical potential.

### The gas sets the horizontal axis

Let $\Delta\mu$ be the chemical potential per O atom, relative to half an O$_2$ molecule in its ground state. For an ideal gas of $N_g$ molecules in volume $V$, $\mu_{{\rm O}_2}=-k_BT\ln(q/N_g)$, where $q$ is the partition function of one molecule. It has four factors.

- Translation gives $V/\lambda^3$, with $\lambda=h/\sqrt{2\pi m_{{\rm O}_2}k_BT}$. Since $V/N_g=k_BT/p$, this contributes $k_BT/(p\lambda^3)$.
- Rotation has levels $BJ(J+1)$ with degeneracy $2J+1$. Here $B=\hbar^2/(m_{\rm O}r^2)$, because the moment of inertia is $m_{\rm O}r^2/2$. Nuclear symmetry allows odd $J$ alone, so for $k_BT\gg B$ the sum is half the integral of $(2J+1)e^{-BJ(J+1)/k_BT}$, which is $k_BT/2B$.
- Vibration, counted from its ground level, gives $1/(1-e^{-\varepsilon/k_BT})$.
- The electronic spin triplet gives 3.

Half of $\mu_{{\rm O}_2}$ belongs to each atom:

$$\Delta\mu(T,p)=-\frac{k_BT}{2}\ln\left[\frac{k_BT}{p\lambda^3}\,\frac{k_BT}{2B}\,\frac{3}{1-e^{-\varepsilon/k_BT}}\right].$$

The pressure enters as $+\tfrac12k_BT\ln p$. With $r=0.121$ nm and $\varepsilon=0.196$ eV, the formula gives $-0.929$ eV at 700 K and 1 Torr. Raising the pressure to 100 Torr adds $\tfrac12(0.0603\ \text{eV})\ln100=0.139$ eV, so

$$\Delta\mu_{\rm hot}=-0.790\ \text{eV}.$$

At 400 K and 1 Torr the value is $-0.497$ eV. To reach $-0.790$ eV, the pressure in Torr must satisfy $\ln p=2(-0.790+0.497)/0.03447\approx-17.0$. Unrounded values give $p=4.0\times10^{-8}$ Torr. Tabulated thermochemistry of O$_2$ differs from this formula by less than 1 meV here, giving $\Delta\mu_{\rm hot}=-0.791$ eV and $p=3.9\times10^{-8}$ Torr.

### The lines favour the oxide

Free energies per area, $\Delta\gamma$, are measured from the clean metal. Each O atom taken from the gas costs $\Delta\mu$. Solid energies are treated as independent of temperature. The chemisorbed layer has density $\sigma$ and mean energy $e_c$ per atom, so

$$\Delta\gamma_c=\sigma(e_c-\Delta\mu).$$

An oxide film holding $n$ O atoms per area, with formation energy $h_f$ per O atom, has

$$\Delta\gamma_f=g_0+n(h_f-\Delta\mu).$$

The constant $g_0$ is the energy of the oxide surface plus the oxide–metal interface, minus that of the clean metal surface. To compare the two, write $n=\sigma+(n-\sigma)$ in the film line and subtract:

$$\Delta\gamma_f-\Delta\gamma_c=g_0+\sigma(h_f-\Delta\mu)+(n-\sigma)(h_f-\Delta\mu)-\sigma(e_c-\Delta\mu).$$

The terms $\sigma\Delta\mu$ cancel, which leaves

$$\Delta\gamma_f-\Delta\gamma_c=\Gamma-(n-\sigma)(\Delta\mu-h_f),\qquad \Gamma=g_0-\sigma(e_c-h_f).$$

A triangular lattice of sites 0.27 nm apart has $\sigma=15.84$ nm$^{-2}$. With $e_c=-2.2$ eV, $h_f=-1.6$ eV and $g_0=-2.0$ eV/nm$^2$,

$$\Gamma=-2.0+15.84\times0.6=7.50\ \text{eV/nm}^2.$$

For $\Gamma>0$ and $\Delta\mu<h_f$, no film with $n>\sigma$ beats the layer. For $\Delta\mu>h_f$, every film thicker than

$$n_c=\sigma+\frac{\Gamma}{\Delta\mu-h_f}$$

does. This is the oxide region. As its boundary is approached from inside, $n_c$ grows without limit. If $\Gamma$ were negative, a thin film could win slightly below $h_f$ as well, because its interfaces would pay for its unfavourable bulk.

Both exposures lie $-0.790+1.6=0.810$ eV per O atom inside the oxide region, where $n_c=15.84+7.50/0.810=25.1$ nm$^{-2}$. A film with $n=40$ nm$^{-2}$ has

$$\Delta\gamma_f=-2.0+40(-0.810)=-34.4\ \text{eV/nm}^2,$$

while the layer has

$$\Delta\gamma_c=15.84(-2.2+0.790)=-22.3\ \text{eV/nm}^2.$$

The film is lower by about 12 eV/nm$^2$ in both exposures, and thicker films are lower still. The diagram gives one verdict for both: oxide.

### The rate of penetration

To start an oxide, an O atom must pass between the metal atoms over a barrier $E_1$. Classical transition-state theory gives the rate as the equilibrium probability density at the barrier top times the mean one-way velocity. A Maxwell distribution in one dimension has $\int_0^\infty v f(v)\,dv=\sqrt{k_BT/2\pi m}$, hence

$$k_1=\sqrt{\frac{k_BT}{2\pi m}}\;\frac{e^{-E_1/k_BT}}{\int_{\rm well}e^{-V(x)/k_BT}dx}.$$

For a harmonic well $V=\tfrac12m\omega^2x^2$ the integral is $\sqrt{2\pi k_BT/m\omega^2}$. The square roots combine to $\omega/2\pi=\nu$, and

$$k_1=\nu e^{-E_1/k_BT}.$$

The example takes $E_1=2.0$ eV and $\nu=10^{13}$ s$^{-1}$. A cosine path $V=\tfrac12E_1[1-\cos(2\pi x/a)]$ shows that this $\nu$ is reasonable. Its curvature at the minimum is $m\omega^2=\tfrac12E_1(2\pi/a)^2$, so $\nu=a^{-1}\sqrt{E_1/2m}$. For an oxygen atom and $a=0.25$ nm this is $9.8\times10^{12}$ s$^{-1}$. This path has equal wells. Tilting it so that the barriers are 2.0 eV inward and 1.0 eV back, as used below, gives $8.3\times10^{12}$ s$^{-1}$.

### The cold surface keeps its layer

At 400 K, $E_1/k_BT=2.0/0.03447=58.0$ and $k_1=6.3\times10^{-13}$ s$^{-1}$. The terrace has $N=15.84\times30^2=14\,256$ sites. The expected number of penetrations in an hour is

$$Nk_1t=14\,256\times6.33\times10^{-13}\times3600=3.2\times10^{-5}.$$

The terrace is free of oxide after the hour with probability at least 0.9999.

### The hot surface loses it

At 700 K, $k_1=0.040$ s$^{-1}$. A penetration need not lead to oxide, because the atom may jump back. Let a subsurface atom return at rate $k_b$, with barrier 1.0 eV, or start an oxide nucleus at rate $k_n$, with barrier 1.2 eV, both with the same $\nu$. A nucleus made by one atom is a simplification. Reversal of the nucleation step is neglected at first; the condition for this is given below. At 700 K, $k_b=6.31\times10^5$ s$^{-1}$ and $k_n=2.29\times10^4$ s$^{-1}$.

Let $\tau$ be the mean time to a nucleus from the intact site and $\tau_s$ that from the subsurface state. The first waits $1/k_1$ and then becomes the second. The second waits $1/(k_b+k_n)$ and then returns with probability $k_b/(k_b+k_n)$:

$$\tau=\frac1{k_1}+\tau_s,\qquad \tau_s=\frac{1}{k_b+k_n}+\frac{k_b}{k_b+k_n}\,\tau.$$

Insert $\tau_s$ and collect $\tau$ on the left:

$$\tau\,\frac{k_n}{k_b+k_n}=\frac1{k_1}+\frac1{k_b+k_n}.$$

Multiplication by $(k_b+k_n)/k_n$ gives

$$\tau=\frac{k_b+k_n}{k_1k_n}+\frac1{k_n}=\frac{k_1+k_b+k_n}{k_1k_n}.$$

Here $1/k_1=25.1$ s and $1+k_b/k_n=28.6$, so $\tau=716$ s.

The survival probability of a site is a sum of two exponentials. Their decay rates have the product $k_1k_n$ and the sum $k_1+k_b+k_n$. Since $k_1$ is far smaller than the other rates, the slow decay rate is very nearly product over sum, which is $1/\tau$, and the fast term has negligible weight. After one hour the unconverted fraction of sites is $e^{-3600/716}=0.0065$.

This count gives a site no help from its neighbours. If existing oxide eases entry next to it, conversion is faster. Nor is the converted layer too thin to be stable. One penetration per site, with the surface refilled from the gas, gives $n=2\sigma=31.7$ nm$^{-2}$, above $n_c=25.1$ nm$^{-2}$. This treats film content as continuous, although a real film grows in whole atomic layers.

The refilling is essential. Read per site, the film line puts a nucleus with its vacancy still open $\Gamma/\sigma=0.47$ eV above the layer, and a refilled one $0.810-0.474=0.34$ eV below it. The nucleation barrier top lies $1.0+1.2=2.2$ eV above the layer, so an unrefilled nucleus reverts over 1.73 eV, at 3.7 s$^{-1}$ at 700 K. Reversal is negligible only if the gas fills the vacancy much faster than this. With reverse steps included by detailed balance, the unconverted fraction after the hour is about 0.01 if $10^{-4}$ of the arriving atoms fill the vacancy, 0.015 for $10^{-6}$, 0.11 for $10^{-7}$, and nearly 1 with no refilling. These figures leave out the edge energy of a small nucleus.

At the same $\Delta\mu$, then, and with a refilling probability of about $10^{-6}$ or more, the model surface is almost fully converted at 700 K and almost certainly untouched at 400 K. No rule that reads the structure from $\Delta\mu$ alone can give both results.

## The general statement and its proof

**Statement.** Let a terrace start with no oxygen below its surface. Let every oxide nucleus require at least one earlier penetration, and let each occupied site of the terrace, while none has yet occurred, have a penetration rate of at most $k_1$. If there are never more than $N$ occupied sites, then $P_{\rm free}(t)\ge e^{-Nk_1t}$.

**Proof.** Let $P_0(t)$ be the probability that no penetration has occurred by time $t$, and let $P_0(M,t)$ be the part of it with $M$ sites occupied. Adsorption and desorption move probability between values of $M$ but do not change the sum $P_0=\sum_MP_0(M,t)$. Penetration alone reduces it, at a rate of at most $Mk_1\le Nk_1$:

$$\frac{dP_0}{dt}\ \ge\ -\sum_M Mk_1P_0(M,t)\ \ge\ -Nk_1P_0.$$

Multiply by the positive factor $e^{Nk_1t}$ and move all terms to the left:

$$\frac{d}{dt}\left(e^{Nk_1t}P_0\right)\ge0.$$

Because $P_0(0)=1$, it follows that $P_0(t)\ge e^{-Nk_1t}$. A terrace without any penetration has no oxide, so $P_{\rm free}\ge P_0$. This proves the statement.

The proof uses nothing about what follows the first penetration. Later atoms may enter far more easily, and the first nucleus may cover the terrace at once; the bound still holds. Return jumps and slow nucleation lengthen the life of the layer beyond it. If all $N$ sites stay occupied until the first entry, each with a rate of exactly $k_1$, and that entry forms a nucleus at once, the bound becomes an equality.

The factor $N$ is needed. The one-site expression $e^{-k_1t}$ describes a chosen atom, but a single entry anywhere may cost the whole terrace its layer.

The driving force $\Delta\mu-h_f$ could enter through $k_1$. The example assumes that it does not: once the layer is saturated, more gas pressure leaves the barrier unchanged. If extra oxygen adsorbs on top and lowers the barrier, $k_1$ must be the larger rate. As $t\to\infty$ at fixed $T$, the bound falls to zero and no longer protects the layer, which leaves room for the equilibrium verdict.

### The temperature below which the layer is kept

Demand survival with probability at least $P$. It is enough that $Nk_1t\le-\ln P$. Insert the rate law, take logarithms and solve for $T$:

$$T\le T_{\rm keep}=\frac{E_1}{k_B\ln\left[N\nu t/(-\ln P)\right]}.$$

For one hour and $P=0.99$, $N\nu t=5.13\times10^{20}$ and $-\ln P=0.01005$. The logarithm is 52.3, so

$$T_{\rm keep}=\frac{2.0}{8.617\times10^{-5}\times52.3}\approx444\ \text{K}.$$

At 1 Torr and 444 K, $\Delta\mu=-0.558$ eV, which is 1.04 eV per O atom inside the oxide region. At fixed temperature, $\Delta\mu$ falls to $h_f$ when $\ln p$ falls by $2\times1.042/0.0383$. The applied pressure is therefore nearly 24 powers of ten above the coexistence pressure. Solving $\Delta\mu(T,1\ \text{Torr})=h_f$ numerically puts the upper edge of the oxide region at 1138 K. Within the model, the layer survives the hour with probability at least 0.99 at any temperature up to 444 K, although the oxide is stable up to 1138 K. That upper edge rests on temperature-independent solid energies and is sensitive to solid vibrations, as shown below.

Area enters through a logarithm. To demand that no atom at all enters over 1 cm$^2$, replace $N$ by $1.58\times10^{15}$. The logarithm rises to 77.7 and the temperature falls to about 299 K. The value of 444 K refers to one terrace, or to the expected fraction of such terraces that survive if oxide does not spread across their borders.

### Between retention and conversion

The other reference point is the temperature at which $\tau$ equals one hour, found numerically as 670 K. Three changes of criterion make up the gap between 444 K and 670 K. Asking for a mean time of one hour to the first entry, instead of 99 % survival, raises 444 K to 487 K. Asking about one site instead of the whole terrace raises it to 609 K. Asking for a nucleus instead of an entry accounts for the rest, because most atoms that enter jump back before they nucleate. The wait for nucleation by itself adds less than a millisecond at 609 K.

At 500 K the mean time to the first entry is $1/(Nk_1)=1.0\times10^3$ s, while $\tau=1.5\times10^9$ s. An entry within the hour is likely, yet the layer need not be lost. If sites act independently and the gas does not refill the vacancies left by entering atoms, the chance that none has nucleated is the product of their survival probabilities, $e^{-Nt/\tau}$. The exponent is $14\,256\times3600/(1.51\times10^9)=0.034$, so the terrace has no nucleus with probability 0.97. The bound is conservative here because most atoms that enter return.

That gain depends on the vacancy left above the subsurface atom. If gas refills it, the return jump may be blocked, and $\tau$ falls towards $1/k_1+1/k_n$. The 500 K result is sensitive to this: at 1 Torr, if only 0.1 % of the arriving atoms fill the vacancy and block the return, the probability of no nucleus drops from 0.97 to about 0.34. In the hot exposure, $3.0\times10^7$ O atoms strike each site per second, against $k_b=6.3\times10^5$ s$^{-1}$. Refilling competes with return if about 2 % of the arriving atoms fill the vacancy. The hot site time would then lie between about 25 s and 716 s, which strengthens the contrast with the cold surface. The bound takes no credit for return jumps, so it is not affected.

### How far the numbers can move

Each change below is made alone, for one hour and $P=0.99$.

- $T_{\rm keep}$ is proportional to $E_1$. A barrier error of $\mp0.1$ eV moves it to 422 K or 466 K.
- A tenfold larger prefactor $\nu$ lowers it to 425 K.
- Quantum effects are small. For the cosine path at 444 K, the leading (Wigner) correction for tunnelling multiplies $k_1$ by $1+(h\nu/k_BT)^2/24=1.047$. The quantised levels of the well contribute a similar factor, and the two together give about 1.10.
- Vibrations of the solids shift the lines. One mode of quantum $\varepsilon_v$ has free energy $k_BT\ln[2\sinh(\varepsilon_v/2k_BT)]$. If three modes per O atom stiffen from 0.05 to 0.08 eV, oxide oxygen shifts by 0.066 eV against layer oxygen at 444 K, which changes $\Gamma$. The driving force feels the oxide's own thermal term, $3k_BT\ln(1-e^{-\varepsilon_v/k_BT})$. For 0.08 eV modes this is $-0.015$ eV at 444 K, small beside 1.04 eV, but $-0.17$ eV at 1138 K, which moves the upper edge of the oxide region to about 1275 K.

A step edge breaks the assumption of equal sites. The proof extends at once: replace $Nk_1$ by the sum of the rates of all sites. One edge across the terrace has $30/0.27\approx111$ sites. If their barrier is 1.7 eV, the edge alone gives a retention temperature of 416 K. The 14 256 interior sites change this little. Their total rate at 416 K is smaller than at 444 K by the factor $\exp[-(2.0/k_B)(1/416-1/444)]\approx0.03$, so they use about 3 % of the allowed rate. Few sites with a lower barrier can thus outweigh many with a higher one.

### Beside the real surface

Ruthenium has the features the model needs: its close-packed face carries a dense chemisorbed oxygen layer, and its dioxide is a stable bulk compound. The layer and oxide energies used here are of roughly the right size. The penetration and nucleation barriers are round choices, and the temperatures derived from them are not measured onsets of oxidation. Real samples break the assumption of a defect-free terrace first. The edge considered above costs 28 K; an edge barrier of 1.4 eV would bring the limit down to about $416\times1.4/1.7\approx343$ K. Grain boundaries in polycrystalline films offer further routes that the terrace bound does not cover. As a design rule, $T_{\rm keep}$ applies only if every oxide nucleus needs an entry through the layer, the easiest entry sites are included, the barrier used holds at the coverage reached, no oxide spreads in from outside the terrace, and oxygen arrives as thermal molecules. Metal atoms released from step edges, for example, could form oxide on top of the layer without such an entry. Energetic atoms or ions may enter without waiting for thermal activation.

A free-energy diagram should therefore be read together with a temperature, an exposure time, and the barriers and numbers of the entry sites. The lines give the direction of change; where oxide must start by entry through the layer, the entry rate limits how soon it can begin.

All numerical values are calculated from the stated model.
